# Allan Variance of 1/f Noise and the Limits of Averaging, part 1

(Sections cited here and not found follow in the second part.)

## First half: the spectrum and the average

Q: I read a voltage that wanders slowly, and I average each reading over a time \(\tau\). My instinct is that a longer \(\tau\) must make successive readings agree better. You say that noise with a \(1/f\) spectrum defeats this. Which measure of agreement do you have in mind?

A: Take two adjacent intervals of length \(\tau\), with no gap between them, and call the averages of the signal \(y(t)\) over them \(\bar y_1\) and \(\bar y_2\). The Allan variance is

\[
\sigma^2(\tau)=\tfrac12\left\langle(\bar y_2-\bar y_1)^2\right\rangle ,
\]

where the brackets denote a mean over many such pairs. The factor \(1/2\) is a convention with a purpose. If the two averages were independent, each with variance \(V\), the mean square of their difference would be \(2V\), and \(\sigma^2\) would equal \(V\). The square root \(\sigma\) is the Allan deviation.

Q: And the spectrum? Factors of two have a way of hiding there.

A: I use a one-sided spectrum \(S(f)\), defined for \(f>0\). For a stationary signal with covariance \(C(t)\) this means

\[
C(t)=\int_0^\infty S(f)\cos(2\pi ft)\,df,\qquad
S(f)=4\int_0^\infty C(t)\cos(2\pi ft)\,dt .
\]

At \(t=0\) the first relation says that the variance of \(y\) is the area under \(S\). The noise in question has \(S(f)=A/f\). Since \(S\) has the unit of \(y^2\) per hertz, \(A\) has the unit of \(y^2\).

Q: Then I object at once. The area under \(A/f\) is infinite. You have no variance, hence no covariance, hence nothing to start from.

A: The objection is right for a spectrum that is \(A/f\) at all frequencies. I therefore let the law hold between a low frequency \(f_l\) and a high frequency \(f_h\), with nothing outside. The variance is then \(A\ln(f_h/f_l)\), which is finite. The limits may be removed at the end if the quantity I want has a finite limit.

To find that quantity, write the scaled difference as a weighted integral of the signal:

\[
\frac{\bar y_2-\bar y_1}{\sqrt2}=\int h(t)\,y(t)\,dt,\qquad
h(t)=\begin{cases}-1/(\sqrt2\,\tau), & 0<t<\tau,\\ +1/(\sqrt2\,\tau), & \tau<t<2\tau,\end{cases}
\]

with \(h=0\) elsewhere. A constant mean in \(y\) drops out, because \(h\) integrates to zero. Squaring and averaging gives

\[
\sigma^2=\iint h(t)h(t')\,C(t-t')\,dt\,dt'
=\int_0^\infty S(f)\iint h(t)h(t')\cos[2\pi f(t-t')]\,dt\,dt'\,df .
\]

The cosine is the real part of \(e^{-2\pi ift}e^{+2\pi ift'}\), so the inner double integral is \(|H(f)|^2\), with \(H(f)=\int h(t)e^{-2\pi ift}dt\). Hence

\[
\sigma^2(\tau)=\int_0^\infty S(f)\,|H(f)|^2\,df .
\]

Q: Show me \(H\) without skipping the phases.

A: Put \(\omega=2\pi f\) and measure time from the boundary between the intervals, \(t=\tau+s\). Then

\[
H=\frac{e^{-i\omega\tau}}{\sqrt2\,\tau}\left[\int_0^\tau e^{-i\omega s}ds-\int_{-\tau}^0e^{-i\omega s}ds\right]
=\frac{e^{-i\omega\tau}}{\sqrt2\,\tau}\int_0^\tau\left(e^{-i\omega s}-e^{i\omega s}\right)ds ,
\]

where \(s\to-s\) was used in the second integral. The bracket in the last integrand is \(-2i\sin\omega s\), whose integral is \(-2i(1-\cos\omega\tau)/\omega\). With \(x=\pi f\tau\), so that \(\omega\tau=2x\) and \(1-\cos 2x=2\sin^2x\),

\[
|H|=\frac{2}{\sqrt2}\,\frac{2\sin^2x}{2x}=\sqrt2\,\frac{\sin^2x}{x},
\qquad |H|^2=\frac{2\sin^4x}{x^2}.
\]

For slow components, \(x\ll1\), this is about \(2x^2\): both averages follow them together, and the difference hardly sees them. For fast components it is at most \(2/x^2\), because each average smooths them away. The Allan variance listens to frequencies of the order of \(1/\tau\).

Q: Now put in your spectrum. I expect some power of \(\tau\) to survive.

A: At fixed \(\tau\), \(df/f=dx/x\). With the limits of the band removed,

\[
\sigma^2=\int_0^\infty\frac Af\,\frac{2\sin^4x}{x^2}\,df
=2A\int_0^\infty\frac{\sin^4x}{x^3}\,dx .
\]

No \(\tau\) is left. The integral converges: its integrand behaves as \(x\) near zero and is bounded by \(x^{-3}\) at large \(x\). The physical reason is that \(A/f\) has the same power, \(A\ln2\), in every octave. A longer \(\tau\) slides the sensitive band to lower frequencies without changing its width in octaves, and it finds the same power there.

Q: The value of the integral still has to be earned.

A: Let \(g(x)=\sin^4x\). From \(\sin^2x=(1-\cos2x)/2\),

\[
g=\frac{1-2\cos2x+\cos^22x}{4}=\frac{3-4\cos2x+\cos4x}{8},
\]

because \(\cos^22x=(1+\cos4x)/2\). Differentiating twice,

\[
g'=\sin2x-\tfrac12\sin4x,\qquad g''=2(\cos2x-\cos4x).
\]

Start the integral at a small \(\varepsilon\) and integrate by parts twice. The terms at infinity vanish, since \(g\) and \(g'\) are bounded:

\[
\int_\varepsilon^\infty\frac{g}{x^3}dx
=\frac{g(\varepsilon)}{2\varepsilon^2}+\frac12\int_\varepsilon^\infty\frac{g'}{x^2}dx
=\frac{g(\varepsilon)}{2\varepsilon^2}+\frac{g'(\varepsilon)}{2\varepsilon}
+\int_\varepsilon^\infty\frac{\cos2x-\cos4x}{x}dx .
\]

As \(\varepsilon\to0\), \(g(\varepsilon)\) goes as \(\varepsilon^4\) and \(g'(\varepsilon)\) as \(4\varepsilon^3\), so both boundary terms vanish.

Q: You cannot split the last integral at \(\varepsilon=0\), since each cosine alone would diverge.

A: That is why \(\varepsilon\) is kept. For \(\varepsilon>0\) each piece converges, thanks to the oscillation at large \(x\). Put \(u=2x\) in the first piece and \(u=4x\) in the second:

\[
\int_\varepsilon^\infty\frac{\cos2x-\cos4x}{x}dx
=\int_{2\varepsilon}^\infty\frac{\cos u}{u}du-\int_{4\varepsilon}^\infty\frac{\cos u}{u}du
=\int_{2\varepsilon}^{4\varepsilon}\frac{\cos u}{u}du .
\]

Since \(1-u^2/2\le\cos u\le1\), the result lies between \(\ln2-3\varepsilon^2\) and \(\ln2\). It tends to \(\ln2\), and

\[
\boxed{\;\sigma^2(\tau)=2A\ln2\;}
\]

Direct quadrature of \(\sin^4x/x^3\) gives 0.693147, which agrees with \(\ln2\) to the digits shown.

Q: That is for an infinite band, which no device has.

A: In a finite band the integral runs from \(x_0=\pi f_l\tau\) to \(x_1=\pi f_h\tau\). Below \(x_0\) the integrand is at most \(x\), and above \(x_1\) at most \(x^{-3}\), so the missing part obeys

\[
0\le\ln2-\int_{x_0}^{x_1}\frac{\sin^4x}{x^3}dx\le\frac{x_0^2}{2}+\frac1{2x_1^2}.
\]

If the band reaches a factor of 100 beyond \(1/\tau\) on both sides, the right side is \(5.0\times10^{-4}\), less than 0.1 % of \(\ln2\). The condition for the result is thus a \(1/f\) law over a band wide on both sides of \(1/\tau\), with no large extra noise outside it.

Q: I am still uneasy. If I average for longer, surely my average gets closer to the long-term mean. Does your result deny that?

A: No. The distance from the long-term mean is a different quantity. Let \(V(\tau)\) be the variance of one average about the long-term mean. Its window has height \(1/\tau\) and length \(\tau\), and the squared modulus of its transform is \(\sin^2x/x^2\). With the low cutoff kept and the high one removed,

\[
V(\tau)=A\int_{x_0}^\infty\frac{\sin^2x}{x^3}dx .
\]

Two integrations by parts, with \((\sin^2x)'=\sin2x\), give

\[
\frac{V}{A}=\frac{\sin^2x_0}{2x_0^2}+\frac{\sin2x_0}{2x_0}+\int_{2x_0}^\infty\frac{\cos u}{u}du .
\]

For small \(x_0\) the first two terms tend to \(1/2\) and \(1\). The last one grows logarithmically.

Q: With which constant?

A: Integrate \(e^{iw}/w\) around the quarter ring \(z<|w|<R\) in the first quadrant, where it is analytic. The outer arc vanishes as \(R\to\infty\). With the ring traversed counterclockwise, the inner arc contributes \(-i\pi/2\) plus terms of order \(z\), so its real part vanishes with \(z\). On the imaginary axis \(w=is\) and \(dw/w=ds/s\). The real parts therefore give, up to terms that vanish with \(z\),

\[
\int_z^\infty\frac{\cos u}{u}du\simeq\int_z^\infty\frac{e^{-s}}{s}ds
=-e^{-z}\ln z+\int_z^\infty e^{-s}\ln s\,ds\simeq-\ln z-\gamma ,
\]

where \(\gamma=-\int_0^\infty e^{-s}\ln s\,ds\) is Euler's constant. With \(z=2x_0=2\pi f_l\tau\),

\[
V(\tau)\simeq A\left[\tfrac32-\gamma-\ln(2\pi f_l\tau)\right],\qquad f_l\tau\ll1 .
\]

So a longer average does approach the long-term mean, but its variance falls by just \(A\ln2\) for each doubling of \(\tau\).

Q: Then \(V\) depends on \(\tau\) and on the cutoff, while \(\sigma^2\) depends on neither. How can both be right?

A: Let \(K\) be the covariance of the two adjacent averages. Expanding the square in the definition gives \(\sigma^2=V(\tau)-K\). The average over the joint interval \(2\tau\) is \((\bar y_1+\bar y_2)/2\), so \(V(2\tau)=[V(\tau)+K]/2\). Eliminating \(K\),

\[
\sigma^2(\tau)=2\left[V(\tau)-V(2\tau)\right].
\]

The logarithms differ by \(\ln2\), the cutoff cancels, and \(2A\ln2\) returns. The two averages share the slow wandering, and their difference removes it.

Q: What would ordinary white noise do in the same formula?

A: For a constant one-sided spectrum \(S_w\), use \(df=dx/(\pi\tau)\) and one integration by parts:

\[
\sigma_w^2=\frac{2S_w}{\pi\tau}\int_0^\infty\frac{\sin^4x}{x^2}dx
=\frac{2S_w}{\pi\tau}\int_0^\infty\frac{\sin2x-\frac12\sin4x}{x}dx .
\]

Since \(\int_0^\infty\sin(ax)/x\,dx=\pi/2\) for \(a>0\), the last integral is \(\pi/2-\pi/4=\pi/4\), and \(\sigma_w^2=S_w/(2\tau)\). Here your instinct is sound: the deviation falls as \(1/\sqrt\tau\).

A steady drift \(y=Dt\) does the opposite. Adjacent averages differ by \(D\tau\), so \(\sigma_D^2=D^2\tau^2/2\). For independent noises plus a steady drift the cross terms average to zero, and

\[
\sigma_{\rm tot}^2(\tau)=\frac{S_w}{2\tau}+2A\ln2+\frac{D^2\tau^2}{2}.
\]

Averaging helps while the first term dominates, does nothing while the second does, and harms once the third takes over.

Q: Has anyone averaged an actual series, rather than trusting the filter?

A: Forty synthetic Gaussian series of \(2^{18}\) samples each, with a \(1/f\) spectrum, were averaged as the definition prescribes. For windows of 16, 64, 256 and 1024 samples the Allan variance was \(1.391A\), \(1.389A\), \(1.399A\) and \(1.384A\). The continuous-time prediction is \(2A\ln2=1.386A\) for all four. Discrete sampling raises the expected value slightly for short windows, to \(1.390A\) at 16 samples, and the statistical scatter grows from about \(0.002A\) at the first window to \(0.02A\) at the last. White series treated in the same way fell from \(3.12\times10^{-2}S_w\) to \(4.88\times10^{-4}S_w\) between the first window and the last, with the sampling interval as the unit of time. That is the expected factor of 64, within the scatter.

## Second half: oxide traps and a transistor

Q: Before we go to a device, remind me what we carry over.

A: The signal has one-sided spectrum \(A/f\), and \(\tau\) is the length of each of two adjacent averages. Their Allan variance is \(\sigma^2=2A\ln2\). White noise \(S_w\) adds \(S_w/(2\tau)\), and a drift rate \(D\) adds \(D^2\tau^2/2\). If \(V(\tau)\) is the variance of one average, then \(\sigma^2=2[V(\tau)-V(2\tau)]\). For \(1/f\) noise with low cutoff \(f_l\) and \(f_l\tau\ll1\), \(V=A[3/2-\gamma-\ln(2\pi f_l\tau)]\).

Q: Why should a silicon transistor have such a spectrum at all? A single defect surely has a single time constant.

A: It does, and the \(1/f\) law comes from adding many of them. In the model used here, traps in the SiO₂ exchange electrons with the silicon by tunnelling. An empty trap captures at rate \(c\), and a filled one emits at rate \(e\). The probability \(P\) that it is filled obeys

\[
\frac{dP}{dt}=c(1-P)-eP ,
\]

so \(P\) relaxes to \(p=c/(c+e)\) with the correlation time \(T=1/(c+e)\). A trap that is filled now is filled a time \(t\) later with probability \(p+(1-p)e^{-t/T}\). Multiplying by the probability \(p\) of being filled now and subtracting \(p^2\) gives the covariance of the occupancy, \(p(1-p)e^{-t/T}\). Its one-sided spectrum is

\[
4p(1-p)\int_0^\infty e^{-t/T}\cos\omega t\,dt=p(1-p)\,\frac{4T}{1+\omega^2T^2},\qquad\omega=2\pi f .
\]

This is flat at low frequency and falls as \(1/f^2\) at high frequency. It is nowhere \(1/f\) over a wide band.

Q: So the distribution of \(T\) must do the work.

A: Yes. Three assumptions supply it. The traps are independent, with a density \(N_t\) per volume and energy that is uniform in depth and energy. The correlation time depends on the depth \(z\) from the silicon as \(T=\tau_0e^{z/\lambda}\), where \(\lambda\) is the tunnelling attenuation length. The occupancy follows the Fermi function at temperature \(\Theta\), which gives \(p(1-p)=-k_B\Theta\,dp/dE\). Since \(p\) falls from 1 to 0 with rising energy, \(\int p(1-p)\,dE=k_B\Theta\).

In depth, \(dz=\lambda\,dT/T\), and the factor \(1/T\) cancels the \(T\) in the numerator:

\[
\int\frac{4T}{1+\omega^2T^2}dz=4\lambda\int_0^\infty\frac{dT}{1+\omega^2T^2}
=4\lambda\,\frac{\pi}{2\omega}=\frac{\lambda}{f}.
\]

The limits 0 and \(\infty\) are justified when \(1/\omega\) lies far inside the range of \(T\) that the oxide provides. For gate width \(W\) and length \(L\), the number of trapped electrons then has the spectrum \(n/f\), with

\[
n=WL\,N_t\,k_B\Theta\,\lambda .
\]

This \(n\) is the effective number of traps per unit of \(\ln T\).

Q: I measure a voltage, not a number of electrons.

A: With oxide capacitance per area \(C\), an electron trapped close to the silicon is compensated by a gate voltage \(q/(WLC)\). Squaring this and multiplying by \(n\),

\[
A=\left(\frac{q}{WLC}\right)^2n=\frac{q^2k_B\Theta\,\lambda N_t}{WL\,C^2}.
\]

The Allan variance of \(1/f\) noise is \(2A\ln2\) whatever the averaging time, and a model of oxide traps gives \(A\) in terms of the transistor's properties. It remains to obtain the flat variance from the traps without a spectrum, to work out the numbers for a transistor, and to see where the model's assumptions limit the result.

Numerical values quoted here were computed with a short program.
